\section*{Lorenz number of a nondegenerate band with acoustic-phonon scattering}

\section{Problem}

Electrons that carry charge also carry heat. The ratio of the two abilities is the Lorenz number
\begin{equation}
L=\frac{\kappa_e}{\sigma T},
\end{equation}
where $\sigma$ is the electrical conductivity and $\kappa_e$ the electronic heat conductivity, measured at zero electric current and without the lattice part. A thermal model of a memory cell can obtain $\kappa_e$ from $\sigma$ in this way once $L$ is known.

Consider one three-dimensional band $E=\hbar^2k^2/2m$, with $E$ measured from the band edge. Electrons are scattered by longitudinal acoustic phonons through a deformation potential $\Xi$. Phonon energies are small compared with $E$ and $k_BT$, and transport is linear in the field and in the temperature gradient. Let $\mu$ be the chemical potential measured from the band edge, $\eta=\mu/k_BT$, $x=E/k_BT$ and $e>0$.

\begin{enumerate}
\item Find $L$ for the nondegenerate band, $\eta\ll-1$.
\item Find $L$ for the degenerate band, $\eta\gg1$, and the ratio of the two values.
\item Silicon beside the heater of a phase-change cell has $10^{16}\,\mathrm{cm^{-3}}$ donors and an electron mobility of $1200\,\mathrm{cm^2/Vs}$ at 300 K (rough typical values). Find $\kappa_e$, and the error made by using the degenerate $L$.
\item Decide which neglected effects matter for this example.
\end{enumerate}

\section{First estimate by scaling}

Give all carriers one speed $v$ and one mean free path $\ell$. With heat capacity $c$ per electron, kinetic theory gives
\begin{equation}
\kappa_e\approx\tfrac13 n c v\ell,\qquad
\sigma\approx\frac{ne^2}{m}\frac{\ell}{v},\qquad
L\approx\frac{c\,mv^2}{3e^2T}.
\label{eq:kin}
\end{equation}
Density and mean free path cancel. In a classical gas $c=\tfrac32k_B$ and $mv^2=3k_BT$, so $L\approx\tfrac32(k_B/e)^2$.

In a degenerate gas about a fraction $k_BT/E_F$ of the electrons is excited, each by about $k_BT$. The thermal energy per electron is then about $(k_BT)^2/E_F$, so $c\approx2k_B^2T/E_F$. With $mv^2=2E_F$, Eq.~(\ref{eq:kin}) gives $L\approx\tfrac43(k_B/e)^2$. The Fermi energy cancels.

Both limits are therefore of order $(k_B/e)^2$. The estimated ratio is $1.5/1.33\approx1.1$, but errors of order one in each value make it unreliable.

\section{Exact solution}

\subsection{Energy dependence of the scattering}

The perturbation is $\Xi\,\nabla\!\cdot\mathbf u$. A longitudinal mode of frequency $\omega=v_sq$ in a crystal of volume $V$ and mass density $\rho$ has the quantum amplitude $\sqrt{\hbar/2\rho V\omega}$, and the divergence adds a factor $q$. The squared matrix elements for absorption and emission contain $N$ and $N+1$, where $N$ is the phonon occupation. For $\hbar\omega\ll k_BT$ both are close to $k_BT/\hbar\omega$, and their sum gives
\begin{equation}
|M|^2=\frac{\Xi^2q^2\hbar}{2\rho V\omega}\,\frac{2k_BT}{\hbar\omega}
=\frac{\Xi^2k_BT}{\rho Vv_s^2}.
\end{equation}
All powers of $q$ have cancelled, so scattering is isotropic. The factor $1-\cos\theta$ in the momentum relaxation rate then averages to one. Scattering conserves spin, so the density of final states per volume is that of one spin,
\begin{equation}
g_1(E)=\frac{4\pi k^2}{8\pi^3}\frac{dk}{dE}=\frac{mk}{2\pi^2\hbar^2}
=\frac{m^{3/2}E^{1/2}}{\sqrt2\,\pi^2\hbar^3}.
\end{equation}
The golden rule yields
\begin{equation}
\frac1\tau=\frac{2\pi}{\hbar}|M|^2Vg_1(E)
=\frac{\sqrt2\,m^{3/2}\Xi^2k_BT}{\pi\hbar^4\rho v_s^2}\,E^{1/2}.
\label{eq:tau}
\end{equation}
Hence $\tau\propto E^{-1/2}$. Since $v\propto E^{1/2}$, the mean free path $\ell=v\tau$ does not depend on energy.

\subsection{Heat flow at zero current}

Let a field $F$ and a temperature gradient $T'$ point along $x$. The force on an electron is $-eF$. In the relaxation-time approximation the steady Boltzmann equation is
\begin{equation}
v_x\frac{\partial f_0}{\partial x}-eFv_x\frac{\partial f_0}{\partial E}=-\frac{\delta f}{\tau}.
\end{equation}
The equilibrium function $f_0$ depends on position through $(E-\mu)/k_BT$. The chain rule gives
\begin{equation}
\frac{\partial f_0}{\partial x}=\left(-\frac{\partial f_0}{\partial E}\right)
\left[\mu'+(E-\mu)\frac{T'}{T}\right].
\end{equation}
With the total driving force $A=-(\mu'+eF)$,
\begin{equation}
\delta f=\tau v_x\left(-\frac{\partial f_0}{\partial E}\right)
\left[A-(E-\mu)\frac{T'}{T}\right].
\end{equation}
Let $g$ be the density of states with both spins, and define
\begin{equation}
w(E)=g\,\langle v_x^2\rangle\,\tau\left(-\frac{\partial f_0}{\partial E}\right),
\qquad M_n=\int E^n w(E)\,dE,
\label{eq:w}
\end{equation}
where the angular brackets denote an average over directions. The particle and energy currents are
\begin{align}
j_N&=AM_0-\frac{T'}{T}(M_1-\mu M_0),\\
j_E&=AM_1-\frac{T'}{T}(M_2-\mu M_1).
\end{align}
For uniform $T$ and $\mu$, $A=-eF$ and the electric current is $-ej_N=e^2M_0F$, so $\sigma=e^2M_0$.

For the heat conductivity, $j_N=0$ requires $A=(T'/T)(M_1/M_0-\mu)$. This is the thermoelectric driving force that builds up in an open circuit. Inserting it, the terms with $\mu$ cancel:
\begin{equation}
j_E=-\frac{T'}{T}\left(M_2-\frac{M_1^2}{M_0}\right).
\end{equation}
The heat current $j_E-\mu j_N$ equals $j_E$ here, so $\kappa_e=(M_2-M_1^2/M_0)/T$. Dividing by $\sigma T$,
\begin{equation}
L=\left(\frac{k_B}{e}\right)^2\left[\langle x^2\rangle_w-\langle x\rangle_w^2\right],
\label{eq:var}
\end{equation}
where $\langle\cdot\rangle_w$ is the average with weight $w$. The Lorenz number is the variance of the energy of the conducting electrons. The mean energy does not contribute, because with no net particle flow it is carried equally in both directions.

\subsection{Nondegenerate limit}

Here $-\partial f_0/\partial E=e^{\eta-x}/k_BT$. With $g\propto x^{1/2}$, $\langle v_x^2\rangle=2E/3m\propto x$ and $\tau\propto x^r$, the weight is $w\propto x^{r+3/2}e^{-x}$. Put $a=r+\tfrac52$. The ratios of Gamma functions give
\begin{equation}
\langle x\rangle_w=\frac{\Gamma(a+1)}{\Gamma(a)}=a,\qquad
\langle x^2\rangle_w=\frac{\Gamma(a+2)}{\Gamma(a)}=a(a+1),
\end{equation}
so the variance is $a(a+1)-a^2=a$. Acoustic phonons have $r=-\tfrac12$, hence $a=2$, $\langle x\rangle_w=2$, $\langle x^2\rangle_w=6$ and
\begin{equation}
L_{\rm nd}=2\left(\frac{k_B}{e}\right)^2=1.485\times10^{-8}\ \mathrm{W\,\Omega/K^2}.
\end{equation}

An ellipsoidal band gives the same value if $\tau$ depends on energy alone. Substituting $k_i=\sqrt{m_i}\,p_i$ makes the energy isotropic in $\mathbf p$, and the masses leave constant factors in $w$, which cancel in Eq.~(\ref{eq:var}). Equivalent valleys then share the same mean and variance. A direct momentum-space solution with masses $0.92$ and $0.19\,m_0$ returned $2.00000$ along both axes.

\subsection{Degenerate limit}

Write $x=\eta+y$. For acoustic phonons $g\langle v_x^2\rangle\tau\propto x$, so
\begin{equation}
w\propto(\eta+y)\,s(y),\qquad s(y)=\frac{e^y}{(1+e^y)^2}.
\end{equation}
For $\eta\gg1$ the lower limit $y=-\eta$ may be moved to $-\infty$ with an exponentially small error. The function $s$ is even and has unit area. Its second moment follows from expanding in powers of $e^{-y}$ for $y>0$:
\begin{equation}
\int_{-\infty}^{\infty}\!y^2s\,dy
=2\sum_{n=1}^\infty(-1)^{n+1}n\,\frac{2}{n^3}
=4\,\frac{\pi^2}{12}=\frac{\pi^2}{3}.
\end{equation}
Odd moments of $s$ vanish. The normalization is therefore $\eta$, while $\langle y\rangle_w=\pi^2/3\eta$ and $\langle y^2\rangle_w=\pi^2/3$. A shift of origin leaves the variance unchanged, so
\begin{equation}
L=\left(\frac{k_B}{e}\right)^2\left[\frac{\pi^2}{3}-\frac{\pi^4}{9\eta^2}\right].
\end{equation}
The first term is the Sommerfeld value, $2.443\times10^{-8}\ \mathrm{W\,\Omega/K^2}$. A $\tau(E)$ that varies only on the scale of the Fermi energy is nearly constant over the width $k_BT$, so the leading term does not depend on the scattering mechanism as long as scattering is elastic. The requested ratio is
\begin{equation}
\frac{L_{\rm nd}}{L_{\rm deg}}=\frac{2}{\pi^2/3}=\frac{6}{\pi^2}=0.608 .
\end{equation}
The nondegenerate value is about 61 percent of the degenerate one.

\subsection{Between the limits}

For $z=e^\eta<1$ the expansion $-\partial f_0/\partial x=\sum_n(-1)^{n+1}nz^ne^{-nx}$ and the weight factor $x$ give, up to a common constant,
\begin{equation}
\int_0^\infty\! x^{j+1}\left(-\frac{\partial f_0}{\partial x}\right)dx
=(j+1)!\sum_{n=1}^\infty\frac{(-1)^{n+1}z^n}{n^{j+1}} .
\end{equation}
To second order in $z$ the moments for $j=0,1,2$ are $z(1-z/2)$, $2z(1-z/4)$ and $6z(1-z/8)$. Thus $\langle x^2\rangle_w=6+\tfrac94z$ and $\langle x\rangle_w^2=4+2z$ to first order, and
\begin{equation}
L=\left(\frac{k_B}{e}\right)^2\left[2+\frac z4+O(z^2)\right].
\end{equation}
Numerical integration gives $L/(k_B/e)^2=2.03$, $2.17$, $2.50$, $2.93$ and $3.26$ at $\eta=-2$, $0$, $2$, $5$ and $20$. Even with the chemical potential at the band edge, $L$ is still within 9 percent of the nondegenerate value.

\section{Comparison of estimate and solution}

The scaling estimate found the right unit, $(k_B/e)^2$, and the cancellation of density and mean free path. Its coefficients were 1.5 against 2, and 1.33 against 3.29. Its ratio of 1.1 lies on the wrong side of one.

The classical deficit has a clear origin. Weighting electrons by population alone, $x^{1/2}e^{-x}$, gives $a=\tfrac32$ and a variance of $\tfrac32$, which is the estimate. Conduction adds the factor $v^2\tau\propto x^{1/2}$. It favours fast electrons, and the variance rises to 2.

The degenerate deficit lies in the heat capacity. Heating at fixed density excites energy at the rate $g(E_F)k_B^2T\,\pi^2/3$, by the same second moment of $s$. With $g(E_F)=3n/2E_F$ this is $c=(\pi^2/2)k_B^2T/E_F$ per electron instead of $2k_B^2T/E_F$. Equation~(\ref{eq:kin}) then gives $\pi^2/3$. A single speed is adequate there, since all conducting electrons move at nearly the Fermi speed.

\section{Silicon example}

The six valleys have an effective density of states $N_c=2.74\times10^{19}\ \mathrm{cm^{-3}}$ at 300 K. Hence $\eta=\ln(10^{16}/2.74\times10^{19})=-7.92$, and degeneracy changes the coefficient 2 by $9\times10^{-5}$. The conductivity is
\begin{equation}
\sigma=en\mu_n=(1.602\times10^{-19})(10^{16})(1200)=1.92\ \mathrm{S/cm}=192\ \mathrm{S/m},
\end{equation}
with $\mu_n$ the mobility. Therefore
\begin{equation}
\kappa_e=(1.485\times10^{-8})(192)(300)=8.6\times10^{-4}\ \mathrm{W/(m\,K)}.
\end{equation}
The Sommerfeld number would give $1.41\times10^{-3}\ \mathrm{W/(m\,K)}$, which is 64 percent above the model's value. The lattice conducts roughly $150\ \mathrm{W/(m\,K)}$ in bulk silicon, so $\kappa_e$ is about $6\times10^{-6}$ of it. At this doping the choice of $L$ has no practical effect on the total heat flow. It matters where $\kappa_e$ is comparable with the lattice part, or where $\kappa_e$ itself is wanted.

\subsection{Scattering and band shape}

Each effect below is taken alone, and $L$ is quoted in units of $(k_B/e)^2$.

\emph{Phonon energy.} With $\Xi=9$ eV, $v_s=9$ km/s, $\rho=2.3\ \mathrm{g/cm^3}$ and $m=0.32\,m_0$, Eq.~(\ref{eq:tau}) gives about $1.7\times10^{12}\ \mathrm{s^{-1}}$ at $E=k_BT$. Keeping the real phonon energies lowers this by about 1 percent. Using this momentum-loss rate as $1/\tau$ gives $L=1.99$. This overstates the shift, because that rate is not the exact relaxation time of inelastic collisions; solving the Boltzmann equation with the full collision term gives $L=1.997$.

\emph{Nonparabolicity.} Let $E(1+\alpha E)=\hbar^2k^2/2m$. Since $g\tau$ is constant for acoustic scattering, if changes in the Bloch-state overlap are ignored, $w$ follows $v^2e^{-x}$:
\begin{equation}
w\propto\frac{x(1+bx)}{(1+2bx)^2}e^{-x}\approx x(1-3bx)e^{-x},\qquad b=\alpha k_BT.
\end{equation}
The moments are $1-6b$, $2-18b$ and $6-72b$. To first order $\langle x\rangle_w=2-6b$ and $\langle x^2\rangle_w=6-36b$, so the variance is $2-12b$. For $\alpha=0.5\ \mathrm{eV^{-1}}$, $b=0.013$ and the linear formula gives about 1.84; the full weight gives 1.87.

\emph{Impurities.} Adding a rate proportional to $x^{-3/2}$, sized to lower the mobility from 1400 to $1200\ \mathrm{cm^2/Vs}$, gives $L=1.97$.

\emph{Intervalley phonons.} These are important in silicon at room temperature. A phonon of 60 meV, coupled strongly enough to reduce the mobility to 0.70 of its acoustic value, gives $L=1.51$. This is 25 percent below 2, the largest shift of the four, and would lower $\kappa_e$ to about $6.5\times10^{-4}\ \mathrm{W/(m\,K)}$ at fixed $\sigma$. In this model electrons above 60 meV can emit such phonons, which shortens their relaxation time and lowers $w$ at high energy. These phonons are taken to scatter equally into all directions, so scattering into a state has no net directional part. For a nondegenerate band the relaxation time is then exact, although the events are inelastic. The coupling strength is an assumption, and $L$ depends strongly on it. The value $\Xi=9$ eV used above gives an acoustic mobility of about $3000\ \mathrm{cm^2/Vs}$. Lowering this to $1400\ \mathrm{cm^2/Vs}$ by the 60 meV phonon alone requires a factor of 0.46 instead of 0.70, and $L$ falls to 1.22. For real silicon, 2 is thus a reference value that can be wrong by tens of percent. Electron-electron scattering has not been estimated.

\subsection{Holes in a hot device}

Near a heater the second band can dominate. Equation~(\ref{eq:var}) holds with $w$ summed over both bands, provided generation and recombination keep both bands at one local chemical potential. Measure energy from the valence-band top. Conduction electrons have mean $E_g/k_BT+2$, the valence band has mean $-2$, and each band has variance 2. If the bands carry shares $s_n$ and $s_p=1-s_n$ of $\sigma$, the variance of the mixture is
\begin{equation}
\frac{L}{(k_B/e)^2}=2+s_ns_p\left(\frac{E_g}{k_BT}+4\right)^2 .
\end{equation}
The last term describes electron-hole pairs that carry the gap energy without net charge.

Take a hole mobility one third of the electron mobility, held fixed, a hole density-of-states mass $m_0$, and a model gap set to 1.12 eV at 300 K and falling by 0.27 meV/K. At 600 K the hole density is $9.4\times10^{14}\ \mathrm{cm^{-3}}$ and the electron density $1.09\times10^{16}\ \mathrm{cm^{-3}}$. Then $s_p=0.028$, $E_g/k_BT=20.1$, and the added term is $0.972\times0.028\times24.1^2\approx16$. It is $1\times10^{-4}$ at 400 K and reaches 0.2, or 10 percent of the one-band value, near 500 K. The 500 K threshold moves by only a few kelvin with other common choices of gap and band masses, but the value at 600 K can rise from 16 to about 24. Above that temperature the one-band Lorenz number should not be used at this doping in a region long compared with the hole diffusion length. That length is roughly 1 to 20 $\mu$m for lifetimes from 1 ns to 1 $\mu$s. In a 100 nm region the pair term survives only if the ends themselves generate and absorb pairs, as ohmic contacts do; with ends that do not, less than one percent of it remains.

\subsection{Size and field}

For constant $\ell$, the mobility is $e/m_c$ times the average of $\tau=\ell/v$ with weight $x^{3/2}e^{-x}$. With $v=v_T\sqrt x$ and $v_T=\sqrt{2k_BT/m_c}$ this gives
\begin{equation}
\mu_n=\frac{e\ell}{m_cv_T}\frac{\Gamma(2)}{\Gamma(5/2)}
=\frac{4e\ell}{3\sqrt\pi\,m_cv_T}.
\end{equation}
For $m_c=0.258\,m_0$, and with the whole mobility assigned to acoustic phonons, $\ell=44$ nm. A shorter region is not diffusive. In the opposite, ballistic limit, the flux from a reservoir is weighted by $v_xe^{-x}$ over forward directions, hence by $k^3e^{-x}dk\propto xe^{-x}dx$. This is the same weight as before, so the ratio of heat conductance to $T$ times electrical conductance is again $2(k_B/e)^2$.

The field is a stricter limit. An electron gains energy from it at a rate of about $mv_d^2/\tau$, with $v_d$ the drift speed. An acoustic collision exchanges a phonon energy of about $mvv_s$. In electrons clearly hotter than the lattice, emission exceeds absorption by a fraction of about $mvv_s/k_BT$, so the mean loss per collision is about $(mvv_s)^2/k_BT\sim mv_s^2$, and the loss rate is about $mv_s^2/\tau$. With acoustic phonons alone, heating of the electrons therefore sets in around $v_d=v_s$, at $F=v_s/\mu_n=750$ V/cm, or $7.5\times10^{-4}$ MV/cm. Intervalley phonons also remove energy and raise this field, about tenfold if the 60 meV phonon alone lowers the acoustic mobility from 3000 to $1200\ \mathrm{cm^2/Vs}$. One volt across 100 nm is 0.1 MV/cm, more than a hundred times the acoustic estimate and still far above the raised one. In a memory cell the results above describe lightly doped silicon near equilibrium, at small bias and well below 500 K; they do not describe the programming pulse. For contact regions doped above $N_c$ the acoustic model approaches the Sommerfeld value only slowly: at 300 K and $10^{20}\ \mathrm{cm^{-3}}$, $\eta$ is about 2.5 and $L=2.6\,(k_B/e)^2$. At such doping, however, impurities scatter strongly. A rough estimate with screened impurities and acoustic phonons gives 3.0 to $3.3\,(k_B/e)^2$, depending on the screening assumed. Adding the 60 meV intervalley phonon, with the coupling that gives a lattice mobility of $1400\ \mathrm{cm^2/Vs}$, lowers this to 2.5 to $2.9\,(k_B/e)^2$. At this doping the Sommerfeld value $3.29\,(k_B/e)^2$ may therefore still lie 10 to 30 percent too high.

\section*{Numbers as computed}
\begin{verbatim}
REDUCED LORENZ NUMBERS, units (kB/e)^2
mean x, mean x^2 (acoustic): 2.0000, 6.0000
Boltzmann, ellipsoid long/transverse: 2.00000, 2.00000
ballistic contact: 2.00000
eta =  -4: L = 2.0045
eta =  -2: L = 2.0317
eta =   0: L = 2.1721
eta =   2: L = 2.4996
eta =   5: L = 2.9344
eta =  20: L = 3.2628
Sommerfeld limit pi^2/3: 3.2899
ratio by quadrature: 0.6079; 6/pi^2: 0.6079
MAIN VALUES
kB/e = 86.173 uV/K
(kB/e)^2 = 7.4258e-09 W Ohm/K^2
L acoustic nondegenerate = 1.4852e-08 W Ohm/K^2
L Sommerfeld = 2.4430e-08 W Ohm/K^2
SILICON EXAMPLE (rough typical inputs)
T = 300 K, kT = 25.85 meV
donors = 1.0e+16 cm^-3, mobility = 1200 cm2/Vs
masses long, transverse = 0.92, 0.19 m0; valleys = 6
valley DOS mass = 0.321, conductivity mass = 0.258 m0
Nc = 2.744e+19 cm^-3, eta = -7.92
sigma = 1.923 S/cm
kappa_e = 8.566e-04 W/(m K)
kappa_e with Sommerfeld L = 1.409e-03 W/(m K)
overestimate factor = 1.645
lattice kappa (rough input) = 150 W/(m K)
kappa_e / lattice kappa = 5.71e-06
NEGLECTED EFFECTS, reduced L with each one alone (ideal 2)
degeneracy: L - 2 = 9.11e-05
nonparabolicity 0.5 /eV: L = 1.869
sound speed = 9.0 km/s, deformation = 9.0 eV
acoustic rate at E = kT, elastic: 1.694e+12 1/s
same with real phonon energies: 1.679e+12 1/s
rate exponent from kT to 4 kT: 0.5024
phonon inelasticity: L = 1.990
intervalley 60 meV, mobility x 0.70: L = 1.507
impurities, mobility 1400 to 1200 cm2/Vs: L = 1.973
hole/electron mobility ratio (rough input) = 0.33
300 K: holes = 1.05e+04 cm^-3, bipolar L = 7.86e-10
400 K: holes = 2.76e+09 cm^-3, bipolar L = 1.17e-04
600 K: holes = 9.43e+14 cm^-3, bipolar L = 1.58e+01
bipolar term is 10 % of L at T = 504 K
mean free path = 44.0 nm
field for drift = sound speed: 7.50e-04 MV/cm
\end{verbatim}
